# Field-induced flop of two antiparallel dipoles with easy-axis anisotropy

## Problem

A simple model of an antiferroelectric has two electric dipoles of fixed length $p$, one for each sublattice, pointing along unit vectors $\mathbf n_1$ and $\mathbf n_2$ that may turn freely. A field $E\ge 0$ acts along the easy axis $z$. The energy per pair is

$$u=J\,\mathbf n_1\!\cdot\mathbf n_2-\frac K2\left(n_{1z}^2+n_{2z}^2\right)-pE\,(n_{1z}+n_{2z}),\qquad J>0,\quad K>0 .$$

The coupling $J$ favours antiparallel dipoles and the anisotropy $K$ favours the axis. Temperature is zero, and $E$ is the field that does work on the dipoles.

1. Find the field at which the lowest state changes from antiparallel to canted, and the canting angle just after the change. Show that the change is discontinuous, and say how weak $K$ must be.
2. Find the fields at which each state stops being metastable, and the energy barrier between the states when their energies are equal.
3. Find, to leading order in $K/J$, how far the field may tilt from the axis before the jump disappears.
4. Evaluate the results for $J=20$ meV, $K=2$ meV, a volume $v=0.07\ \mathrm{nm^3}$ per dipole and an aligned polarization $p/v=40\ \mathrm{\mu C/cm^2}$. Estimate the main effects that the model leaves out.

## Solution

### Reduction to one angle

Define $\mathbf m=(\mathbf n_1+\mathbf n_2)/2$ and $\mathbf l=(\mathbf n_1-\mathbf n_2)/2$. Because $\mathbf n_1$ and $\mathbf n_2$ have unit length, $\mathbf m\cdot\mathbf l=0$ and $m^2+l^2=1$. Also

$$\mathbf n_1\!\cdot\mathbf n_2=m^2-l^2=2m^2-1,\qquad n_{1z}^2+n_{2z}^2=2(m_z^2+l_z^2),$$

so that

$$u=J(2m^2-1)-K(m_z^2+l_z^2)-2pE\,m_z .$$

For given $\mathbf m$, the vector $\mathbf l$ enters only through $-Kl_z^2$. It must be perpendicular to $\mathbf m$, so $l_z^2$ is largest when $\mathbf l$ lies in the plane of $\mathbf m$ and $z$. The lowest state is therefore planar.

Let $m=x$, and let $a$ be the angle between $\mathbf m$ and $z$. Then $m_z=x\cos a$ and $l_z^2=(1-x^2)\sin^2a$. Collecting powers of $x$ gives

$$u=-J-K\sin^2a+(2J-K\cos2a)\,x^2-2pE\,x\cos a. \tag{1}$$

We may take $0\le a\le\pi/2$, since a negative $m_z$ costs field energy. For $K<2J$ the coefficient of $x^2$ is positive, and the minimum over $x$ is at

$$x=\frac{pE\cos a}{2J-K\cos 2a}.$$

This respects $x\le1$ for every $a$ if $pE\le 2J-K$. Substituting it and writing $C=\cos2a$, with $\sin^2a=(1-C)/2$ and $\cos^2a=(1+C)/2$, we get

$$g(C)=-J-\frac K2(1-C)-\frac{(pE)^2}{2}\,\frac{1+C}{2J-KC},\qquad -1\le C\le1. \tag{2}$$

### The jump

The first two derivatives are

$$g'(C)=\frac K2-\frac{(pE)^2(2J+K)}{2(2J-KC)^2},\qquad g''(C)=-\frac{(pE)^2K(2J+K)}{(2J-KC)^3}<0. \tag{3}$$

A strictly concave function on an interval has its minimum at an end, so no intermediate orientation is ever the lowest state. The two ends are:

- $C=-1$, so $a=\pi/2$ and $x=0$. The dipoles are antiparallel along $z$, with $g=-J-K$.
- $C=+1$, so $a=0$. The dipoles lie symmetrically about the field at an angle $\theta$, with $\cos\theta=x=pE/(2J-K)$ and $g=-J-(pE)^2/(2J-K)$.

The lowest state passes from one end to the other when $K=(pE)^2/(2J-K)$:

$$\boxed{\,pE_{\rm flop}=\sqrt{K(2J-K)}\,,\qquad \cos\theta_{\rm flop}=\sqrt{\frac{K}{2J-K}}\,} \tag{4}$$

For $K\ll J$ these become $pE_{\rm flop}\approx\sqrt{2JK}$ and $\cos\theta_{\rm flop}\approx\sqrt{K/2J}$, so the dipoles land nearly transverse. An axial field gains nothing from a rigid antiparallel pair along the axis, because the two field energies cancel. A transverse pair can cant towards the field and gain $(pE)^2/(2J-K)$, but it gives up the anisotropy energy $K$. The flop occurs where gain and loss balance. As $K\to0$ the flop field goes to zero.

Above the flop, $\cos\theta$ grows linearly with field and reaches 1 at $pE_{\rm sat}=2J-K$. At larger fields the parallel state stays lowest. It is lowest at $pE_{\rm sat}$, and a further increase in field lowers it by at least as much as any other state.

**How weak must $K$ be?** A canted state at the flop needs $\cos\theta_{\rm flop}<1$, which means $K<J$. Suppose instead that $K\ge J$. With $b=\cos a$, equation (1) gives the energy above the antiparallel state as

$$u+J+K=K\left(b^2+x^2-2b^2x^2\right)+2Jx^2-2pE\,xb .$$

The bracket equals $b^2(1-x^2)+x^2(1-b^2)\ge0$, so replacing $K$ by $J$ cannot raise the right side. For $pE\le J$, replacing $pE$ by $J$ cannot raise it either. Hence

$$u+J+K\ge J\left(b^2+3x^2-2b^2x^2-2xb\right)=J\left[(b-x)^2+2x^2(1-b^2)\right]\ge0 .$$

The antiparallel state is thus lowest up to $pE=J$. There the parallel state, with energy $J-K-2pE$, becomes equal to it and then takes over. For $K>J$ the pair flips straight to parallel, with no flop.

### Metastability and barrier

Equation (4) compares energies. A pair without fluctuations stays in its state until that state stops being a local minimum. Since $g$ comes from minimising over the other variables, the end slopes in (3) decide this.

The antiparallel end is a local minimum while $g'(-1)>0$. The canted end is one while $g'(1)<0$. The limits are

$$pE_{\rm up}=\sqrt{K(2J+K)},\qquad pE_{\rm down}=(2J-K)\sqrt{\frac{K}{2J+K}} . \tag{5}$$

Their product is $K(2J-K)$, so the flop field is their geometric mean. An upward sweep ends in a canted state only if $pE_{\rm up}<pE_{\rm sat}$. Squaring gives $2JK+K^2<4J^2-4JK+K^2$, or $K<2J/3$. For $2J/3<K<J$ the antiparallel state survives past saturation and then jumps to parallel.

At the flop field the top of the barrier has $g'(C_*)=0$. With $(pE)^2=K(2J-K)$ this gives

$$2J-KC_*=R,\qquad R=\sqrt{4J^2-K^2}.$$

Therefore $K(1+C_*)=2J+K-R$, and the height above either state is

$$\Delta u=\frac{K(1+C_*)}2\left(1-\frac{2J-K}{R}\right)=\frac{(K+2J-R)(K-2J+R)}{2R}=\frac{K^2-(2J-R)^2}{2R}.$$

Using $K^2=4J^2-R^2$, the numerator is $4JR-2R^2$. Hence

$$\Delta u=2J-\sqrt{4J^2-K^2}\approx\frac{K^2}{4J}\qquad(K\ll J). \tag{6}$$

The barrier is much smaller than $K$. Measured from the antiparallel state at the flop field, the anisotropy cost is $K\cos^2a$ and the field gain is $K(2J-K)\cos^2a/(2J-K\cos2a)\approx K\cos^2a$. The two almost cancel at every angle, and a remainder of second order in $K$ is left.

### Tilted field

Let the field make a small angle $\psi$ with the axis, and keep the dipoles in the plane of field and axis. In the field term, $\cos a$ becomes $\cos(a-\psi)$, so

$$g=-J-K\sin^2a-\frac{(pE)^2\cos^2(a-\psi)}{2J-K\cos2a}. \tag{7}$$

Near the flop write $(pE)^2=2JK(1+\varepsilon)$, and treat $\varepsilon$, $\psi$ and $\kappa=K/2J$ as small quantities of the same order. With $c=\cos2a$ and $s=\sin2a$,

$$\cos^2(a-\psi)\approx\tfrac12(1+c+2\psi s),\qquad \frac1{2J-Kc}\approx\frac{1+\kappa c}{2J}.$$

The terms $\pm Kc/2$ cancel, which leaves

$$g\approx\text{const}-\frac K2 f,\qquad f=(\varepsilon+\kappa)c+2\psi s+\kappa c^2 .$$

The lowest state maximises $f$. For $\psi>0$ it has $s=+\sqrt{1-c^2}$, so

$$\frac{d^2f}{dc^2}=2\kappa-\frac{2\psi}{(1-c^2)^{3/2}} .$$

If $\psi>\kappa$ this is negative for all $c$. There is then one maximum, and it moves continuously with field. If $\psi<\kappa$, the field with $\varepsilon=-\kappa$ has two equal maxima at $\sqrt{1-c^2}=\psi/\kappa$, and the state jumps between them. The critical tilt is

$$\psi_c\approx\frac{K}{2J}\quad\text{(radians, leading order)}. \tag{8}$$

### Numbers

The dipole is $p=0.40\ \mathrm{C/m^2}\times7.0\times10^{-29}\ \mathrm{m^3}$, or $0.175\ e\,$nm. The flop is at

$$pE_{\rm flop}=\sqrt{2\times38}\ \mathrm{meV}=8.72\ \mathrm{meV},\qquad E_{\rm flop}=\frac{8.72\times10^{-3}\ \mathrm V}{0.175\ \mathrm{nm}}=0.050\ \mathrm{V/nm}=0.50\ \mathrm{MV/cm}.$$

There $\cos\theta=\sqrt{2/38}=0.229$, so $\theta=76.7^\circ$. The polarization jumps from zero to $40\times0.229=9.2\ \mathrm{\mu C/cm^2}$.

From (5), the antiparallel state fails at 0.524 MV/cm and the canted state at 0.474 MV/cm, about 5 % either side of the flop. Saturation needs 38 meV, or 2.17 MV/cm. The barrier is 0.050 meV per pair.

Equation (8) gives a critical tilt of $2.9^\circ$. Solving numerically for the point where the first three $a$-derivatives of (7) vanish, so that two minima merge, gives $3.0^\circ$. In randomly oriented grains, a fraction $1-\cos3.0^\circ\approx0.1\,\%$ have their axis this close to the field. In this model the other grains turn continuously.

### What the model leaves out

Each estimate below changes one thing and holds $J$, $K$ and $p$ fixed.

**Temperature.** At 300 K, $kT=25.9$ meV exceeds $J$, so the two dipoles of an isolated pair would be only weakly correlated. In a crystal, dipoles of the same sublattice also couple. A mean-field coupling $J'$ of this kind adds a constant for rigid, uniform sublattices and leaves (4) unchanged at zero temperature. Let $\mathbf m_i$ now be the thermal average of $\mathbf n_i$. Dipole $i$ has the Boltzmann weight

$$\exp\left[\frac{\mathbf h_i\cdot\mathbf n+Kn_z^2/2}{kT}\right],\qquad \mathbf h_i=pE\,\hat{\mathbf z}+J'\mathbf m_i-J\mathbf m_j .$$

Without $K$, this orders below $kT=(J+J')/3$. A rough ordering temperature of 500 K then requires $J'=109$ meV. I solved for the averages by iteration, with numerical integration over directions, and found the field at which the two states have equal free energy. At 300 K the sublattice order is 0.73 and the flop field is 0.34 MV/cm, 31 % below its zero-temperature value.

**Soft dipoles.** Let each length be $ps$, at a cost $(J+K)(s-1)+\tfrac12A(s-1)^2$. The linear term makes $s=1$ the equilibrium of the antiparallel state at zero field. In a field its lengths become $1\pm d$, and its energy is

$$-J-K+(A+J-K)d^2-2pEd\ \longrightarrow\ -J-K-\frac{(pE)^2}{A+J-K}.$$

The canted state has $s=1+e$ and axial component $\zeta=s\cos\theta$. Its energy is

$$-J+2Ke+(A-J)e^2+(2J-K)\zeta^2-2pE\zeta\ \longrightarrow\ -J-\frac{K^2}{A-J}-\frac{(pE)^2}{2J-K}.$$

Equating the two gives

$$(pE)^2\left[\frac1{2J-K}-\frac1{A+J-K}\right]=K-\frac{K^2}{A-J}.$$

The response $d=pE/(A+J-K)$ corresponds to a susceptibility $\chi=p^2/[v\varepsilon_0(A+J-K)]$. A rough $\chi=50$ gives $A=140$ meV and a flop at 0.57 MV/cm, 14 % higher. The shift grows steeply with this choice, because the bracket on the left shrinks as $A+J-K$ approaches $2J-K$: $\chi=100$ gives 0.68 MV/cm (35 % higher) and $\chi=150$ gives 0.88 MV/cm (76 % higher).

**Clamping.** Turning the dipoles also turns the crystal's spontaneous strain. If the surroundings prevent this, the canted state costs an extra $w$ per pair, and $K$ in the energy balance becomes $K+w$, so that $pE=\sqrt{(K+w)(2J-K)}$. For a rough modulus of 100 GPa and a strain of 0.5 %, $w=\tfrac12(100\ \mathrm{GPa})(0.005)^2(2v)=1.1$ meV. With $w$ held constant, the flop moves to 0.62 MV/cm, 24 % higher. This counts only one strain component. A uniaxial strain turned through a right angle changes two, which for an isotropic solid with Poisson ratio 0.3 raises $w$ to about 1.7 meV. The canted dipoles stop short of a right angle, so the change of strain is smaller by a factor $\sin^2\theta$ and its cost is $w\sin^4\theta$. Minimising the canted energy with this cost included puts the flop about 30 % above its unclamped value.

**Breakdown and small regions.** Against a rough film strength of 1 MV/cm, the flop lies at half the limit and saturation at about twice it. A region that turns as one unit needs about $2\times10^4$ pairs for a barrier of $40\,kT$ at 300 K, a cube of edge 14 nm. This uses the zero-temperature barrier. In the mean-field model above, the jump survives at 300 K but the barrier falls to about 0.013 meV per pair, which needs about $8\times10^4$ pairs, a cube of edge 22 nm. A larger region may switch by nucleation over a lower barrier.

### Beside a real antiferroelectric

The volume, polarization and field scale are roughly those of lead zirconate, where switching takes some hundreds of kV/cm. $J$ and $K$ were chosen to reach that scale, so the agreement is no evidence for the model. The assumption that fails most seriously is that the dipoles merely rotate: lead zirconate switches by a structural change to a polar phase. Suppose that such a phase, with both dipoles aligned at length $p$, lies $\Delta$ per pair above the antiparallel state at zero field. It takes over at $pE=\Delta/2$, and so forestalls the flop if $\Delta<2pE_{\rm flop}=17$ meV. The rigid model has $\Delta=2J=40$ meV and therefore flops first. A material with a low-lying polar phase does not, and its switching field is then set by $\Delta$ and not by (4).

Numerical values quoted here were computed with a short program.
